\section*{Ranking six interconnect metals by resistivity scaling and cohesive energy}

\section{Problem}

The resistivity of a metal rises noticeably when the thickness of a wire or film becomes comparable with the mean free path of its electrons, or smaller. A metal for narrow interconnects should therefore have a small product
\[
r=\rho_0\lambda ,
\]
where $\rho_0$ is the bulk resistivity and $\lambda$ the electron mean free path. Its atoms should also be strongly bound, so that they are hard to displace by a current. The cohesive energy $E$, the energy per atom needed to separate the solid into free neutral atoms, serves as a rough measure of this.

The table gives rough published values, rounded to two figures.

\begin{center}
\begin{tabular}{lccc}
metal & $r$ ($\mu\Omega\,$cm$\,$nm) & $E$ (eV) & $\rho_0$ ($\mu\Omega\,$cm)\\
Cu & 67 & 3.5 & 1.7\\
Mo & 60 & 6.8 & 5.3\\
Ru & 51 & 6.7 & 7.8\\
Rh & 32 & 5.8 & 4.7\\
Ir & 37 & 6.9 & 5.2\\
W & 82 & 8.9 & 5.3
\end{tabular}
\end{center}

Ru is hexagonal, and its $r$ depends on direction: for current along the $c$ axis it is about 38.

Metal A \emph{dominates} metal B if $r_A\le r_B$ and $E_A\ge E_B$, with at least one of the two inequalities strict. A metal that no other metal in the table dominates is \emph{Pareto-optimal}: to improve one score, one must give up some of the other.

\begin{enumerate}
\item Why is the product $\rho_0\lambda$ the right measure, and not $\rho_0$ or $\lambda$ alone?
\item Which of the six metals are Pareto-optimal, and how safe is the answer against errors in the table?
\item Does a smaller $r$ guarantee a smaller resistivity in a film 10 nm thick?
\end{enumerate}

\section{First estimate by scaling}

In a film of thickness $d$, electrons collide with the surfaces at a rate of order $v/d$, where $v$ is their speed. In the bulk they collide at the rate $v/\lambda$. If the rates add and resistivity is proportional to the total rate,
\begin{equation}
\rho\approx\rho_0\,\frac{v/\lambda+c\,v/d}{v/\lambda}
=\rho_0+c\,\frac{\rho_0\lambda}{d},
\label{eq:scaling}
\end{equation}
with $c$ a number of order one. The size-dependent part contains the metal through $r$ alone.

With $c=1$, Rh and Cu films have equal resistivity when $4.7+32/d=1.7+67/d$, with $d$ in nm. This gives $d=35/3.0\approx12$ nm. Above this thickness the small $\rho_0$ of Cu wins, and below it the small $r$ of Rh wins.

A quick way to combine the two scores is the ratio $E/r$. In units of eV per $\mu\Omega\,$cm$\,$nm it is 0.186 for Ir, 0.181 for Rh, 0.131 for Ru, 0.113 for Mo, 0.109 for W and 0.052 for Cu. This suggests Ir and Rh as the good choices and places W next to last.

\section{Exact solution}

\subsection{Why the product matters}

Use atomic units, $\hbar=e=m_e=1$. A field $F$ along $x$ changes the wave vector of an electron, whose charge is $-1$, at the rate $\dot k_x=-F$. Write the distribution as $f_0+g$, with $f_0$ the Fermi function and $g$ linear in $F$. In the steady state the relaxation-time Boltzmann equation reads
\[
-F\,\frac{\partial f_0}{\partial k_x}=-\frac{g}{\tau}.
\]
Since $\partial f_0/\partial k_x=v_x f_0'$, where the prime is a derivative with respect to energy, $g=\tau F v_x f_0'$. The current density, with a factor 2 for spin, is
\[
j_x=-\frac{2}{(2\pi)^3}\int v_x\,g\,d^3k
=\frac{F}{4\pi^3}\int \tau v_x^2(-f_0')\,d^3k .
\]
In a metal $-f_0'$ is sharply peaked at the Fermi energy and may be replaced by a delta function. A volume element between two surfaces of constant energy is $d^3k=dS\,d\varepsilon/v$, because $v$ is the gradient of the energy in $k$ space. Hence
\[
\sigma=\frac{j_x}{F}=\frac{1}{4\pi^3}\oint\frac{\tau v_x^2}{v}\,dS .
\]
Now assume that the mean free path $\lambda=v\tau$ is the same over the whole Fermi surface. Then $\tau=\lambda/v$ and
\begin{equation}
\sigma=\frac{\lambda}{4\pi^3}\oint\frac{v_x^2}{v^2}\,dS .
\end{equation}
In a cubic crystal the integrals with $v_x^2$, $v_y^2$ and $v_z^2$ are equal. Their sum is the Fermi-surface area $S_F$, so each is $S_F/3$. With $\rho_0=1/\sigma$,
\begin{equation}
r=\rho_0\lambda=\frac{12\pi^3}{S_F}.
\label{eq:area}
\end{equation}
The strength of the scattering has cancelled. Within this model, $r$ is a property of the electronic structure, while $\rho_0$ and $\lambda$ separately depend on temperature and purity. A small $r$ means a large Fermi surface.

Equation (\ref{eq:area}) does not require a sphere. For the cubic band $\varepsilon=-(\cos k_x+\cos k_y+\cos k_z)$ filled to $\varepsilon=-1.5$, a direct sum of the conductivity over the Brillouin zone gives $r=8.044$. The surface area, found separately by tracing rays to the Fermi surface, gives $8.049$. The small difference comes from the energy width 0.05 that replaces the delta function in the sum; half that width gives $8.048$.

For a sphere, $S_F=4\pi k_F^2$ and $r=3\pi^2/k_F^2$. Copper allows a comparison with the table. Tabulated values of $r$ are usually computed from band-structure Fermi surfaces, so the comparison tests how well a free-electron sphere describes Cu and is not a test against measurement. Take one free electron per atom and a face-centred cubic cell of edge $a\approx3.6$ \AA{} with four atoms. The electron density is $k_F^3/3\pi^2=4/a^3$, so
\[
k_F=\frac{(12\pi^2)^{1/3}}{a}=1.364\ \text{\AA}^{-1}.
\]
The atomic unit of $r$, $\hbar a_0^2/e^2$ with $a_0$ the Bohr radius, equals $1.1504\ \mu\Omega\,$cm$\,$nm. The result is $r=65.4\ \mu\Omega\,$cm$\,$nm, about 2\,\% below the tabulated 67.

\subsection{The film}

Let the film occupy $0<z<d$, with current along $x$. Assume a spherical Fermi surface and fully diffuse walls: an electron leaving a wall has no memory of the field. Let $u$ be the cosine between its velocity and the $z$ axis. For $u>0$ the steady Boltzmann equation is
\[
\lambda u\,\frac{\partial g}{\partial z}+g=g_{\rm bulk},\qquad g(0)=0,
\]
with the solution $g=g_{\rm bulk}\,(1-e^{-z/\lambda u})$. Electrons with $u<0$ start from the other wall and contribute equally.

The bulk conductivity is weighted by $3n_x^2$, where $n_x$ is the $x$ component of the unit velocity vector and the factor 3 makes the average over the sphere one. At fixed $u$ the average of $n_x^2$ over the azimuth is $(1-u^2)/2$. The average over $z$ is
\[
\frac1d\int_0^d\bigl(1-e^{-z/\lambda u}\bigr)dz
=1-\frac{u}{\kappa}\bigl(1-e^{-\kappa/u}\bigr),\qquad \kappa=\frac d\lambda .
\]
Together these give the Fuchs--Sondheimer result for diffuse walls,
\begin{equation}
\frac{\sigma}{\sigma_0}=\frac32\int_0^1(1-u^2)
\Bigl[1-\frac{u}{\kappa}\bigl(1-e^{-\kappa/u}\bigr)\Bigr]du .
\label{eq:fs}
\end{equation}

\emph{Thick films.} For $\kappa\gg1$ the exponential is at most $e^{-\kappa}$ and can be dropped. Since $\int_0^1(1-u^2)\,du=2/3$ and $\int_0^1(u-u^3)\,du=1/4$,
\[
\frac{\sigma}{\sigma_0}\approx1-\frac{3}{8\kappa}.
\]
Inverting to first order in $1/\kappa$ gives
\begin{equation}
\rho\approx\rho_0+\frac38\,\frac{r}{d}.
\label{eq:thick}
\end{equation}
This is the scaling law (\ref{eq:scaling}) with $c=3/8$.

\emph{Thin films.} For $\kappa\ll1$ and $u\gg\kappa$, expanding the exponential to second order turns the square bracket in (\ref{eq:fs}) into $\kappa/2u$. The range $u\lesssim\kappa$ adds only a term of order $\kappa$, because the bracket lies between 0 and 1. To leading logarithm,
\[
\frac{\sigma}{\sigma_0}\approx\frac{3\kappa}{4}\ln\frac1\kappa,
\qquad
\rho\approx\frac{4}{3}\,\frac{r}{d\,\ln(\lambda/d)} .
\]
The product $r$ still sets the scale, but $\lambda$ now enters separately through a logarithm. Within this model, the statement that $r$ alone governs the size effect therefore belongs to the thick-film regime. For a Fermi surface of another shape, $3/8$ is replaced by the average of $|u|$ over that surface with weight $n_x^2$, so thick films of two metals with equal $r$ can still differ. For the cubic band used above, with the film normal along a cube axis, this average is 0.447, about 19\,\% above $3/8$.

\subsection{The Pareto set}

Compare Ir with three of the other metals.

\begin{center}
\begin{tabular}{lcc}
Ir against & $r$ lower by ($\mu\Omega\,$cm$\,$nm) & $E$ higher by (eV)\\
Cu & 30 & 3.4\\
Mo & 23 & 0.1\\
Ru & 14 & 0.2
\end{tabular}
\end{center}

Ir is better in both scores each time, so Cu, Mo and Ru are dominated. Three metals remain.

\begin{itemize}
\item Rh has the smallest $r$ of all six. A metal that dominated it would need an $r$ at least as small, and there is none.
\item W has the largest $E$ of all six. By the same argument nothing dominates it.
\item Only Rh has a smaller $r$ than Ir, but its $E$ is lower (5.8 against 6.9 eV). Every other metal has a larger $r$. Nothing dominates Ir.
\end{itemize}

The Pareto-optimal metals are therefore Rh, Ir and W, and no others. In atomic units their values of $r$ are 27.8, 32.2 and 71.3.

A second argument shows when each would be chosen. Let a designer maximise $E-\mu r$, where $\mu>0$ is the cohesive energy he or she would give up to lower $r$ by one unit. If A dominates B, A has the higher value of $E-\mu r$, so Cu, Mo and Ru lose to Ir for every $\mu$. Among the other three, Ir beats W when
\[
6.9-37\mu>8.9-82\mu
\quad\Longleftrightarrow\quad
\mu>\frac{2.0}{45}=0.0444,
\]
and Rh beats Ir when
\[
5.8-32\mu>6.9-37\mu
\quad\Longleftrightarrow\quad
\mu>\frac{1.1}{5}=0.22,
\]
with $\mu$ in eV per $\mu\Omega\,$cm$\,$nm. So W is chosen for $\mu<0.0444$, Ir between the two values, and Rh for $\mu>0.22$.

\subsection{How safe is the answer?}

Rounding cannot change it. Suppose each entry is wrong by up to half a unit in its last figure. In the worst case Ir and Mo both have $E=6.85$ eV, but Ir keeps an $r$ lower by 22 and still dominates. If the $c$-axis value is used for Ru, the worst case is a tie at $r=37.5$, and Ir still leads by 0.1 eV in $E$. The first place of Rh in $r$ and that of W in $E$ also survive. Ir stays in the set too: Rh keeps a lower $E$, W keeps a larger $r$, and the other three are dominated by Ir.

Larger errors can change it, and the weak point is the lead of 0.1 eV over Mo. If Mo had $E=7.0$ eV, it would join the set. With independent, normally distributed relative errors of standard deviation 1\,\% in all values of $r$ and $E$, the set stays the same in 84\,\% of random draws. With 5\,\% it does so in 45\,\%. The first figure can be understood by hand. The difference $E_{\rm Ir}-E_{\rm Mo}$ then has standard deviation $0.01\sqrt{6.9^2+6.8^2}=0.097$ eV, so its mean of 0.1 eV is about one standard deviation from zero. A normal variable crosses that distance in about 15\,\% of cases, which accounts for most of the 16\,\% of changed sets.

A second weak point appears if $r$ is meant to rank real films. The coefficient that multiplies $r/d$ depends on the shape of the Fermi surface and can shift by about 20\,\%, which is more than the gap between 32 for Rh and 37 for Ir. If the effective value for Rh rose above that for Ir, Ir would dominate Rh.

The answer also depends on the choice of scores. If small $\rho_0$ were added as a third score, Cu would become Pareto-optimal, because it has the smallest $\rho_0$ in the table.

\subsection{A film of 10 nm}

For Cu, $\lambda=r/\rho_0=67/1.7=39.4$ nm and $\kappa=0.254$. Equation (\ref{eq:fs}) gives $\sigma/\sigma_0=0.3702$, hence $\rho=1.7/0.3702=4.59\ \mu\Omega\,$cm. A simulation of two million random free flights, each cut off at the walls, gives $\sigma/\sigma_0=0.3698$.

Grain boundaries add to this. In the Mayadas--Shatzkes model, boundaries perpendicular to the current, with spacing $D$ and reflection probability $R$, raise the scattering rate by the factor $1+\alpha/c$. Here $c=|n_x|$ and
\[
\alpha=\frac{\lambda}{D}\,\frac{R}{1-R}.
\]
The conductivity weight $3c^2$ is then reduced by $c/(c+\alpha)$. Polynomial division gives
\[
\frac{c^3}{c+\alpha}=c^2-\alpha c+\alpha^2-\frac{\alpha^3}{c+\alpha},
\]
and integration from 0 to 1 yields
\begin{equation}
\frac{\sigma}{\sigma_0}=1-\frac{3\alpha}{2}+3\alpha^2
-3\alpha^3\ln\Bigl(1+\frac1\alpha\Bigr).
\end{equation}
For small $\alpha$ this means $\rho\approx\rho_0+\frac32\,\frac{r}{D}\,\frac{R}{1-R}$, so the excess is again proportional to $r$. Take a spherical Fermi surface, $D=d=10$ nm and $R=0.3$ for all metals, and add the surface and grain excesses, which is itself an approximation. The resistivities in $\mu\Omega\,$cm are as follows.

\begin{center}
\begin{tabular}{lccc}
metal & $\lambda$ (nm) & surfaces & surfaces and grains\\
Cu & 39.4 & 4.59 & 8.51\\
Mo & 11.3 & 8.08 & 11.69\\
Ru & 6.5 & 10.10 & 13.21\\
Rh & 6.8 & 6.15 & 8.10\\
Ir & 7.1 & 6.88 & 9.13\\
W & 15.5 & 9.09 & 13.98
\end{tabular}
\end{center}

A smaller $r$ does not guarantee a smaller resistivity. With surface scattering alone, Cu is the best conductor of the six at 10 nm although its $r$ is the second largest. What follows $r$ at this thickness, within the model, is the \emph{increase} over the bulk value: subtracting $\rho_0$ from the surface column gives 1.45, 1.68, 2.30, 2.78, 2.89 and 3.79 for Rh, Ir, Ru, Mo, Cu and W, which is the order of their $r$. In thinner films the separate dependence on $\lambda$ can change this order: at 5 nm the increase is smaller for Cu than for Mo, although Cu has the larger $r$. With grain boundaries included, Rh falls slightly below Cu. Solving the Boltzmann equation with both scatterers at once, instead of adding the excesses, gives 8.51 for Cu and 7.98 for Rh, so this order does not depend on the addition.

\section{Comparison of the two}

The scaling law has the correct form for thick films. For diffuse surfaces and a spherical Fermi surface its coefficient is $3/8$, not 1. Even at 10 nm, where $\kappa$ is only 0.254 for Cu, equation (\ref{eq:thick}) gives $1.7+0.375\times6.7=4.21\ \mu\Omega\,$cm. That is 8.3\,\% below the integral, the largest error among the six metals.

The thickness below which Rh beats Cu is more sensitive, because it comes from a difference. The scaling estimate was 12 nm. The $3/8$ law gives 4.4 nm and the full surface integral 3.3 nm. With grain boundaries the value is 11.6 nm. The closeness to the first estimate is an accident of the parameters. For $D=d$ and $R=0.3$ the two linear coefficients add up to $\frac38+\frac32\cdot\frac37=1.02$, close to the assumed $c=1$. For Cu the errors of the two linear laws also nearly cancel: at 10 nm the surface excess is 2.89 instead of the linear 2.51 $\mu\Omega\,$cm, and the grain excess is 3.92 instead of 4.31 $\mu\Omega\,$cm. Another $R$ would spoil the agreement.

The ratio $E/r$ put Ir and Rh first, and both are Pareto-optimal. The top entry must be, since a dominating metal would have a higher ratio. The rest of the list carries no such guarantee: W stands below Ru and Mo, which are dominated, while W is not. The ratio fixes one exchange rate between relative changes: a rise of 1\,\% in $r$ is made up for by a rise of 1\,\% in $E$. The Pareto set makes no such choice.

Real interconnects depart from this model in ways that matter as much as the choice of metal. Films and lines near 10 nm are within the range of present interest, but a line also has side walls, and its $R$ and surface scattering depend on processing. Copper normally needs a barrier. With 2 nm on each side, taken as non-conducting, 6 nm of metal remain. If the grain size shrinks with the metal to $D=6$ nm, the resistivity referred to the full 10 nm rises from 8.51 to 21.1 $\mu\Omega\,$cm. Tungsten often needs a liner too, which is left out here. Temperature acts the other way. At 373 K, with $\rho_0$ taken proportional to absolute temperature and $r$ held fixed, the films without barriers have 9.01 (Cu) and 9.23 $\mu\Omega\,$cm (Rh), so the narrow lead of Rh at 300 K is reversed. For Ru, the smaller $r$ along the $c$ axis would lower the surface term of (\ref{eq:thick}) by $0.375\times13/10\approx0.5\ \mu\Omega\,$cm if the coefficient $3/8$ held for both directions. With the same $\lambda$ in both directions, the bulk term changes more: $\rho_0$ along $c$ would be $38/6.5\approx5.8$ instead of 7.8 $\mu\Omega\,$cm. Both figures are only a rough guide, since a Fermi surface that makes $r$ depend on direction is not a sphere. Finally, electromigration runs largely along surfaces, interfaces and grain boundaries, so cohesive energy is a guide to it and no substitute for a lifetime measurement. The values used here are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
rough inputs: r=rho0*lambda [uOhm cm nm], E [eV], rho0 [uOhm cm]
Cu: r=67 E=3.5 rho0=1.7
Mo: r=60 E=6.8 rho0=5.3
Ru: r=51 E=6.7 rho0=7.8
Rh: r=32 E=5.8 rho0=4.7
Ir: r=37 E=6.9 rho0=5.2
W: r=82 E=8.9 rho0=5.3
Ru along c axis: r=38 uOhm cm nm
Ru anisotropy, ratio of the two r: 1.34
Pareto set: ['Rh', 'Ir', 'W']
Ir over Cu: r lower by 30 uOhm cm nm, E higher by 3.4 eV
Ir over Mo: r lower by 23 uOhm cm nm, E higher by 0.1 eV
Ir over Ru: r lower by 14 uOhm cm nm, E higher by 0.2 eV
mu where W gives way to Ir: 0.0444 eV/(uOhm cm nm)
mu where Ir gives way to Rh: 0.2200 eV/(uOhm cm nm)
Mo raised to 7.0 eV, set: ['Mo', 'Rh', 'Ir', 'W']
same set under 1 % random errors: 84 % of draws
same set under 5 % random errors: 45 % of draws
atomic unit of r: 1.1504 uOhm cm nm
Rh: r = 27.8 atomic units
Ir: r = 32.2 atomic units
W: r = 71.3 atomic units
test band, r from zone sum: 8.044 atomic units
test band, r from Fermi area: 8.049 atomic units
Cu lattice constant (rough): 3.6 angstrom
Cu free-electron kF: 1.364 1/angstrom
Cu free-electron r: 65.4 uOhm cm nm
film thickness: 10 nm; grain reflection R: 0.3
film: lambda [nm]; rho surface only, with grains [uOhm cm]
Cu: lambda=39.4 surface=4.59 grains=8.51
Mo: lambda=11.3 surface=8.08 grains=11.69
Ru: lambda=6.5 surface=10.10 grains=13.21
Rh: lambda=6.8 surface=6.15 grains=8.10
Ir: lambda=7.1 surface=6.88 grains=9.13
W: lambda=15.5 surface=9.09 grains=13.98
Cu film sigma/sigma0, integral: 0.3702
Cu film sigma/sigma0, random flights: 0.3698
Cu film, 3/8 law: 4.21 uOhm cm
Rh film, 3/8 law: 5.90 uOhm cm
largest error of 3/8 law, six metals: 8.3 %
Rh beats Cu below, 3/8 law: 4.4 nm
Rh beats Cu below, surface integral: 3.3 nm
Rh beats Cu below, with grains: 11.6 nm
Cu with 2 nm barriers, grains: 21.1 uOhm cm
Cu at 373 K, grains, no barrier: 9.01 uOhm cm
Rh at 373 K, grains, no barrier: 9.23 uOhm cm
\end{verbatim}
